# Alpha-quartz listings, Dauphiné twins and duplicate detection

## Data for all parts

Two database entries describe crystals in the space group \(P3_121\) with the same hexagonal cell: \(a=b=0.491\) nm, \(c=0.540\) nm, angle \(120^\circ\) between \(\mathbf a\) and \(\mathbf b\), and \(\mathbf c\) perpendicular to both. These are rough typical values for alpha-quartz. Each entry gives one silicon and one oxygen site in fractional coordinates:

| | silicon | oxygen |
|---|---|---|
| A | \((0.47,\,0,\,1/3)\) | \((0.4140,\,0.2670,\,0.2140)\) |
| B | \((0.53,\,0,\,1/3)\) | \((0.4140,\,0.1470,\,0.1193)\) |

The remaining sites follow from the generators
\[
s:(x,y,z)\to(-y,\;x-y,\;z+\tfrac13),\qquad d:(x,y,z)\to(y,\;x,\;-z).
\]
Coordinates that differ by integers denote the same site of the periodic crystal, written \(\equiv\). A vector \(p\,\mathbf a+q\,\mathbf b+r\,\mathbf c\) has squared length
\[
\ell^2=a^2(p^2+q^2-pq)+c^2r^2, \tag{1}
\]
because \(\mathbf a\cdot\mathbf b=a^2\cos120^\circ=-a^2/2\).

Two entries count as duplicates here if a proper rotation, a translation and a renumbering of like atoms carry one crystal onto the other. Mirror images are kept apart.

## (a) Generate the cell

**Question.** List all sites of an entry with silicon \((x,0,\frac13)\) and oxygen \((u,v,w)\).

**Answer.** Applying \(s\) repeatedly to silicon gives
\[
(x,0,\tfrac13),\quad(0,x,\tfrac23),\quad(-x,-x,0). \tag{2}
\]
The operation \(d\) adds nothing: it exchanges the first two sites, since \(-\frac13\equiv\frac23\), and leaves the third in place.

For oxygen, \(s\) and \(s^2\) act on \((u,v,w)\) and on its image \((v,u,-w)\) under \(d\):
\[
\begin{aligned}
&(u,v,w), && (-v,u-v,w+\tfrac13), && (v-u,-u,w+\tfrac23),\\
&(v,u,-w), && (-u,v-u,\tfrac13-w), && (u-v,-v,\tfrac23-w).
\end{aligned}\tag{3}
\]
The cell holds three silicon and six oxygen atoms. Any of the six oxygen sites may represent the whole set in a listing.

## (b) A half turn about the c axis

**Question.** Let \(C:(x,y,z)\to(-x,-y,z)\). Find how \(C\) acts on the space group and on entry A. Are A and B duplicates?

**Answer.** \(C\) reverses the two in-plane components and keeps the third. It leaves (1) unchanged and has determinant \(+1\), so it is a proper rotation, by \(180^\circ\) about \(\mathbf c\). It commutes with both generators:
\[
\begin{aligned}
Cs(x,y,z)&=(y,\;y-x,\;z+\tfrac13)=sC(x,y,z),\\
Cd(x,y,z)&=(-y,\;-x,\;-z)=dC(x,y,z).
\end{aligned}
\]
Hence \(C(g\mathbf r)=g(C\mathbf r)\) for every operation \(g\) of the group. All sites generated from \(\mathbf r\) go over into all sites generated from \(C\mathbf r\), within the same space group \(P3_121\).

For silicon,
\[
C(x,0,\tfrac13)=(-x,0,\tfrac13)\equiv(1-x,0,\tfrac13),
\]
which takes 0.47 to 0.53. For oxygen, \(C\mathbf r=(-u,-v,w)\equiv(0.5860,0.7330,0.2140)\). This does not look like the site listed in B, but B may use another representative. Applying \(C\) to the fifth site of (3) gives
\[
C(-u,\;v-u,\;\tfrac13-w)=(u,\;u-v,\;\tfrac13-w)=(0.4140,\;0.1470,\;0.1193), \tag{4}
\]
the oxygen of B. Both atomic sets agree, so \(B=CA\) to the four decimals listed (\(\frac13-0.2140=0.11933\ldots\) appears as 0.1193); below, B is taken with the unrounded value. The entries are duplicates, and they have the same handedness because \(C\) is proper. They show one structure in the two orientations related by the Dauphiné twin law.

## (c) Could a shift of origin do the same?

**Question.** Keep the axes fixed. For which \(x\) can a pure translation \(\mathbf t\) carry the silicon atoms of A onto those of B?

**Answer.** The silicon sites in the two entries, by height, are

| height | A | B |
|---|---|---|
| \(1/3\) | \((x,0)\) | \((-x,0)\) |
| \(2/3\) | \((0,x)\) | \((0,-x)\) |
| \(0\) | \((-x,-x)\) | \((x,x)\) |

The three heights must map onto themselves as a set, so \(t_z\equiv0,\frac13\) or \(\frac23\). Each silicon atom then dictates an in-plane shift, and the three shifts must agree modulo integers.

- \(t_z=0\): the shifts are \((-2x,0)\), \((0,-2x)\), \((2x,2x)\). They agree only if \(2x\) is an integer.
- \(t_z=\frac13\): the shifts are \((-x,-x)\), \((x,0)\), \((0,x)\). The second components of the first two require \(x\) to be an integer.
- \(t_z=\frac23\): the first two shifts are \((0,x)\) and \((-x,-x)\). Their first components again require \(x\) to be an integer.

For \(x=0.47\) no translation works. The mismatch between the two entries with fixed axes is therefore not an artefact of a badly chosen origin.

## (d) What a fixed-axis comparison reports

**Question.** Pair each atom of A with the nearby like atom of B. Find the displacements and their root mean square (rms), and show that for this pairing a shift of origin cannot lower the rms. When do the displacements vanish?

**Answer.** Pair silicon atoms at equal height and choose the nearest periodic image. From the table in (c), the displacements are
\[
(1-2x)(1,0,0),\quad(1-2x)(0,1,0),\quad-(1-2x)(1,1,0).
\]
By (1) the vectors \((1,0,0)\), \((0,1,0)\) and \((1,1,0)\) all have length \(a\), so
\[
d_{\rm Si}=a\,|1-2x|=0.491\times0.06\ \text{nm}=0.0295\ \text{nm}. \tag{5}
\]

Pair the oxygen \((u,v,w)\) of A with the site (4) of B. The displacement is \(\mathbf e=(0,\;u-2v,\;\frac13-2w)\), with length
\[
d_{\rm O}=\sqrt{a^2(u-2v)^2+c^2(\tfrac13-2w)^2}. \tag{6}
\]
Here \(u-2v=-0.120\) and \(\frac13-2w=-0.0947\), so the two contributions are 0.0589 nm and 0.0511 nm, and \(d_{\rm O}=0.0780\) nm. Every group operation \(g\) is a symmetry of both A and B. Applied to both ends of this pair, it gives another valid pair whose displacement is \(\mathbf e\) turned by the rotation part of \(g\). All six oxygen displacements thus have the length (6). With three silicon and six oxygen atoms,
\[
\text{rms}^2=\frac{3d_{\rm Si}^2+6d_{\rm O}^2}{9}=\frac{d_{\rm Si}^2+2d_{\rm O}^2}{3},
\qquad \text{rms}=0.0659\ \text{nm}. \tag{7}
\]

Now shift the origin by \(\mathbf t\), which replaces each displacement \(\mathbf e_i\) by \(\mathbf e_i-\mathbf t\):
\[
\frac19\sum_i|\mathbf e_i-\mathbf t|^2=\frac19\sum_i|\mathbf e_i|^2-2\,\mathbf t\cdot\bar{\mathbf e}+|\mathbf t|^2,
\qquad \bar{\mathbf e}=\frac19\sum_i\mathbf e_i .
\]
The mean \(\bar{\mathbf e}\) is zero. The silicon displacements sum to zero because \((1,0)+(0,1)-(1,1)=(0,0)\). For oxygen, the three rotations about \(\mathbf c\) turn an in-plane part \((p,q)\) into vectors with the sum
\[
(p,q)+(-q,p-q)+(q-p,-p)=(0,0).
\]
The same holds for the three pairs obtained with \(d\). The vertical parts cancel because \(d\) reverses them. What remains is \(\text{rms}^2+|\mathbf t|^2\), which is least at \(\mathbf t=0\).

This argument holds for one pairing. A numerical search from 432 starting shifts, with atoms re-paired and the origin re-centred each time, also found its lowest value, 0.0659 nm, at zero shift. That supports (7) as the overall minimum but does not prove it.

For silicon near \(x=\frac12\) and oxygen near the site listed in A, all displacements vanish if and only if
\[
x=\tfrac12,\qquad v=\tfrac u2,\qquad w=\tfrac16 .
\]
This is the beta-quartz geometry, in which \(C\) is itself a symmetry and the two orientations merge. Close to this limit, with \(x=\frac12-\varepsilon\), equation (5) gives \(d_{\rm Si}=2a|\varepsilon|\). If the oxygen deviations are small as well, a fixed-axis comparison with finite tolerance may accept the pair, but only because the distortion is small. It has not recognised the rotation.

## (e) A comparison that does not miss the match

**Question.** The hexagonal lattice has twelve proper rotations: six turns about \(\mathbf c\) by multiples of \(60^\circ\), and six half turns about in-plane axes. How many carry A onto B, up to a translation? What do the others give? How many translations must be tried for each rotation?

**Answer.** Let \(H\) be the set of proper lattice rotations that carry A onto itself up to a translation. It is a subgroup of the twelve. It contains the six rotation parts of \(P3_121\), which form the point group 32, so its order is 6 or 12. Part (c) excludes \(C\) from \(H\), since \(CA=B\) is not a translate of A. Hence \(H\) is the group 32, of order 6.

If a rotation \(M\) carries A onto B up to a translation, then \(C^{-1}M\) carries A onto itself up to a translation and lies in \(H\). Conversely, every product \(Ch\) with \(h\) in \(H\) matches A to B. Exactly six rotations therefore succeed.

The other six are the elements of \(H\). They turn A into a translate of itself, so the comparison with B reduces to the fixed-axis problem with free origin. The numerical residual for each of them is indeed 0.0659 nm.

For a given rotation, an exact match must send the first silicon of A to one of the three silicon atoms of B. Three translations, each followed by a check of all nine atoms, therefore suffice, which makes at most \(12\times3=36\) trials. This count assumes that both entries use the same primitive cell. If they do not, the cells must first be brought to a common form. For noisy coordinates each trial translation should be refined by least squares.

## (f) Two impostors

**Question.** Decide whether each of the following is a duplicate of A: (i) silicon \(x\) changed to 0.53, with the oxygen of A left alone; (ii) the inverted crystal, \(\mathbf r\to-\mathbf r\). Does a list of interatomic distances settle each case?

**Answer (i).** Consider the silicon at \((x,0,\frac13)\). Its separations from the oxygens at \((u,v,w)\) and \((1-v,u-v,w+\frac13)\) are
\[
(u-x,\;v,\;w-\tfrac13)\quad\text{and}\quad(1-v-x,\;u-v,\;w).
\]
Equation (1) gives, for \(x=0.47\),
\[
\begin{aligned}
\ell_1^2&=0.2411\,(0.0031+0.0713+0.0150)+0.0042=0.0257\ \text{nm}^2,\\
\ell_2^2&=0.2411\,(0.0692+0.0216-0.0387)+0.0134=0.0259\ \text{nm}^2,
\end{aligned}
\]
so the bonds are 0.1603 and 0.1610 nm. Each occurs twice, because the half turn \((x,y,z)\to(x-y,-y,\frac23-z)\) leaves this silicon in place. With \(x=0.53\) and the oxygen unchanged, the same formulas give 0.1790 and 0.1460 nm. A rigid motion preserves distances, so this is a different structure, and the distance list shows it.

The statement "silicon 0.47 and 0.53 are equivalent" is thus incomplete: the oxygen must be turned as well.

The residuals deserve attention. In case (i) only the three silicon atoms move, each by \(d_{\rm Si}\), so the fixed-axis rms is \(d_{\rm Si}/\sqrt3=0.0170\) nm. The true duplicate B has 0.0659 nm. With fixed axes, any rms threshold loose enough to accept B also accepts this different structure.

**Answer (ii).** Inversion preserves all distances, so the distance list cannot separate this crystal from A. Suppose a proper lattice rotation \(R\) matched A to its inverse. Then A would have an improper symmetry with rotation part \(-R\). Multiplying it by a suitable element of 32 would give an improper symmetry \(N\) whose rotation part is either the inversion or \(-C\), the reflection \(z\to-z\).

Both commute with the rotation part of \(s\), and both reverse its rise of \(\frac13\). The symmetry \(NsN^{-1}\) would then be a turn in the same sense as \(s\) with rise \(-\frac13\). The product \(NsN^{-1}s^{-1}\) would be a pure translation with \(t_z=-\frac23\equiv\frac13\).

By (2), such a translation must shift the first silicon in the plane by \((0,x)-(x,0)=(-x,x)\), and the second by \((-x,-x)-(0,x)=(-x,-2x)\). These agree only if \(3x\) is an integer, which fails for \(x=0.47\). The inverted crystal is not a duplicate under the stated definition. The lowest rms found with proper rotations is 0.0948 nm.

## (g) Imperfect data and real quartz

**Question.** Estimate how rounding, a temperature difference of 100 K and atomic vibration at 300 K affect the decision. When is the fixed-axis comparison the right one?

**Answer.** *Rounding.* If each coordinate is rounded with an error of at most \(h\), two listings that name the same representative site can differ by \(2h\) per coordinate. The longest resulting vector has in-plane parts of opposite sign, and by (1) its length is
\[
2h\sqrt{3a^2+c^2}=2h\times1.007\ \text{nm}.
\]
If the listings name different representatives, as A and B do for oxygen, a single coordinate can differ by up to \(3h\), because \(u-v\) carries two rounding errors. The length bound still holds, since each listing's error vector is at most \(h\sqrt{3a^2+c^2}\) long and a rotation keeps that length. This bound is 0.0101 nm for two decimals (\(h=0.005\)) and 0.0010 nm for three. Both lie below \(d_{\rm Si}=0.0295\) nm, but with two decimals the margin is only a factor of three.

*Temperature.* With a rough expansion coefficient of \(1.4\times10^{-5}\) per kelvin, \(a\) changes by \(0.491\times1.4\times10^{-3}=0.0007\) nm over 100 K, about 2% of \(d_{\rm Si}\). The internal coordinates also depend on temperature; that shift is not estimated here.

*Vibration.* Listings give mean positions, but snapshots of a simulation do not. An oscillator of mass \(m\) and frequency \(\omega\) has mean square displacement \((\hbar/2m\omega)\coth(\hbar\omega/2k_BT)\). Averaging over the Debye spectrum \(3\omega^2/\omega_D^3\), with \(s=\omega/\omega_D\) and \(\Theta=\hbar\omega_D/k_B\), gives
\[
\sigma^2=\frac{3\hbar}{2m\omega_D}\int_0^1 s\,\coth\!\Big(\frac{s\,\Theta}{2T}\Big)\,ds .
\]
For the mean atomic mass of 20 u and a rough \(\Theta=500\) K, \(\sigma=0.0097\) nm per axis. The value depends on the rough \(\Theta\): between 470 and 570 K it runs from 0.0103 to 0.0086 nm, and the rms below from 0.024 to 0.020 nm. Two independent snapshots differ by a variance of \(2\sigma^2\) on each of three axes, and re-centring nine atoms removes one ninth of it. The expected rms after the correct rotation is
\[
\sigma\sqrt{6\times\tfrac89}=0.022\ \text{nm}.
\]
In 200 randomly displaced pairs the mean was 0.0222 nm after the twin rotation and 0.0690 nm with fixed axes; the rotation gave the better fit in every pair. A tolerance suited to mean positions, say 0.01 nm, would nevertheless reject practically all such snapshots. A looser tolerance does not cure this, because the noise exceeds the 0.0170 nm that separates impostor (i) from A. With the same noise that impostor gives about \(\sqrt{0.022^2+0.017^2}=0.028\) nm, with a scatter of 0.003 to 0.004 nm in each case, so single nine-atom snapshots of duplicate and impostor overlap and positions should be averaged first. The atoms were displaced independently, whereas vibrations in a real crystal are correlated.

*The real material.* The cell lengths and the Si–O bonds near 0.16 nm are ordinary for alpha-quartz at room temperature. The analysis assumes a crystal in a single orientation. Natural and processed quartz can contain both Dauphiné orientations, and a refinement that ignores this may return distorted coordinates. The size of that error depends on the domain fractions and is not covered by the estimates above.

*Choice of comparison.* To remove duplicates from a database, rotations must be included. To identify the domain orientation in a plate with fixed laboratory axes, \(C\) and the other five rotations that carry A onto B must be left out, because the two orientations then differ physically. The rotations of group 32 do no harm, since they leave each orientation unchanged up to a translation. With the Cartesian \(x\) axis along \(\mathbf a\), \(C\) reverses \(x\), so the piezoelectric coefficient with three \(x\) indices, which point group 32 allows, changes sign between them. The 0.0295 and 0.0780 nm displacements are then the separations between the atomic positions of the two domain states, for the common origin used in (d). They do not describe the path the atoms take if one domain switches into the other.

## Numbers as computed

```
cell a, c: 0.491 0.540 nm
silicon x in A, B: 0.47 0.53
oxygen listed in A: 0.4140 0.2670 0.2140 (fractional)
oxygen listed in B: 0.4140 0.1470 0.1193 (fractional)
oxygen of A after twin turn, mod 1: 0.5860 0.7330 0.2140 (fractional)
four Si-O bonds in A: 0.1603 0.1603 0.1610 0.1610 nm
four Si-O bonds in B: 0.1603 0.1603 0.1610 0.1610 nm
fixed axes: silicon displacement: 0.0295 nm
fixed axes: oxygen displacement: 0.0780 nm
fixed axes: rms of nine atoms, best origin: 0.0659 nm
rms after twin turn below 1e-9 nm: True
proper lattice rotations: 12
proper rotations matching A to B: 6
proper rotations matching A to itself: 6
rms for the other proper rotations, A to B: 0.0659 nm
beta geometry: fixed-axis rms below 1e-9 nm: True
oxygen left alone: best rms to A: 0.0170 nm
oxygen left alone: four Si-O bonds: 0.1460 0.1460 0.1790 0.1790 nm
oxygen left alone: largest distance-list gap: 0.0219 nm
inverted crystal: best proper rms to A: 0.0948 nm
inverted crystal: distance lists equal: True
largest rounding mismatch, two decimals: 0.0101 nm
largest rounding mismatch, three decimals: 0.0010 nm
rough expansion coefficient: 1.4e-05 1/K
temperature difference of listings: 100 K
change of a for that difference: 0.00069 nm
temperature, rough Debye temperature: 300 500 K
vibration amplitude per axis (rms): 0.0097 nm
snapshots: mean rms after twin turn: 0.0222 nm
snapshots: mean rms with fixed axes: 0.0690 nm
snapshots: share where twin turn fits better: 100.0 %
```
